# Building a Bias Waveform from a Target Ion Energy Distribution

A target ion energy distribution becomes a bias waveform by one inversion. Let $f(E)$ be the target density, normalized to one, and let $F(E)$ be the fraction of ions with energy at most $E$. If ions reach the surface at a constant rate and cross the sheath at once, the sheath voltage

$$eV_s(t)=Q(t/T)-E_0,\qquad Q(u)=\inf\{E:F(E)\ge u\} \tag{1}$$

delivers $f$. Here $T$ is the period, $V_s>0$ is the potential drop from sheath edge to surface, and $E_0$ is the ion energy at the sheath edge. Ions are singly charged and the sheath is collisionless.

Equation (1) fixes the sheath voltage, not the generator voltage. If the surface is fed through a capacitor, electrons must also return the ion charge in every period. This adds a low-voltage pulse, and hence a low-energy peak, to a target that has only high energies.

## Five time slots by hand

Suppose 60% of the ions should arrive with 50 eV and 40% with 150 eV. Divide the period into five equal slots. Constant flux puts one fifth of the ions in each slot, so three slots must give 50 eV and two must give 150 eV.

The inversion finds the same answer. The cumulative distribution is 0 below 50 eV, 0.6 from 50 eV up to 150 eV, and 1 from there on. At the slot centres $u=0.1,0.3,0.5,0.7,0.9$, the lowest energy at which $F\ge u$ is

$$50,\;50,\;50,\;150,\;150\ \text{eV}.$$

Take an electron temperature $T_e=3$ eV, written as an energy. An ion entering at the Bohm speed $u_B=\sqrt{T_e/M}$, where $M$ is its mass, has $E_0=Mu_B^2/2=T_e/2=1.5$ eV. The two sheath voltages are therefore 48.5 V and 148.5 V.

The order of the slots does not matter in this model. Sorting them upward is one choice among many, and it gives one upward jump between the peaks and one return.

## Why the inversion works in general

Let $\Gamma$ be the constant ion flux. The number of ions per area arriving in one period with energy at most $E$ is $\Gamma$ times the total time for which $eV_s+E_0\le E$. Dividing by all the ions, $\Gamma T$, gives

$$F(E)=\frac{1}{T}\left|\{t:eV_s(t)+E_0\le E\}\right|, \tag{2}$$

where the bars denote total duration. An energy distribution is thus a distribution of dwell times.

Now put (1) into (2), with $u=t/T$ uniform between 0 and 1. We need the equivalence

$$Q(u)\le E\quad\Longleftrightarrow\quad u\le F(E).$$

If $u\le F(E)$, then $E$ belongs to the set whose infimum is $Q(u)$, so $Q(u)\le E$. Conversely, $F$ is continuous from the right, so the infimum itself belongs to the set and $F(Q(u))\ge u$. If $Q(u)\le E$, monotonicity gives $F(E)\ge F(Q(u))\ge u$. The values of $u$ that satisfy $u\le F(E)$ have total length $F(E)$, which is the required fraction.

The proof covers energy gaps, where $F$ is flat and the waveform jumps, and sharp lines, where $F$ jumps and the waveform has a plateau. The target must lie at or above $E_0$ if $V_s$ is to stay non-negative.

Where the waveform is smooth, the time spent between $E$ and $E+dE$ on one branch is $dE/|dE/dt|$. Adding the branches gives

$$f(E)=\sum_{\rm branches}\frac{1}{T|dE/dt|}. \tag{3}$$

A sine shows the sum at work. For $E=\bar E+A\sin(2\pi t/T)$,

$$T\left|\frac{dE}{dt}\right|=2\pi A|\cos(2\pi t/T)|=2\pi\sqrt{A^2-(E-\bar E)^2}.$$

Each energy inside the range is crossed twice per period, so $f=1/[\pi\sqrt{A^2-(E-\bar E)^2}]$. The density is high near the turning points because the voltage lingers there. For the rising waveform (1) there is one branch, and (3) becomes $dE/dt=1/(Tf)$: a rare energy must be crossed quickly.

## A smooth two-peak target

Replace the sharp lines by peaks of half-width $a=10$ eV centred at $E_1=50$ eV and $E_2=150$ eV, with weights $w_1=0.6$ and $w_2=0.4$. With $x_i=(E-E_i)/a$, each peak has density

$$f_i(E)=\frac{w_i}{2a}(1+\cos\pi x_i),\qquad |x_i|\le1,$$

and is zero elsewhere. Since $dE=a\,dx_i$, integration from $x_i=-1$ gives its cumulative weight

$$F_i=\frac{w_i}{2}\left(1+x_i+\frac{\sin\pi x_i}{\pi}\right).$$

At $x_i=1$ this is $w_i$. The range from 60 to 140 eV is empty.

The general algorithm is short:

1. Tabulate $f$, integrate it cumulatively, and divide by the final value.
2. For $u_k=(k+\tfrac12)/N$, with $k=0,\ldots,N-1$, find the first table entry at which $F\ge u_k$.
3. Interpolate linearly between that entry and the one before it to obtain $E_k$.
4. Hold the sheath voltage $(E_k-E_0)/e$ for a time $T/N$.

For continuous $F$, the recovered cumulative distribution steps from $k/N$ to $(k+1)/N$ at $E_k$, where the target value is $(k+\tfrac12)/N$. The largest error is therefore $1/(2N)$, apart from table error. A bin weight is a difference of two cumulative values, so its error is at most $1/N$.

With $N=1000$, a table spacing of 0.005 eV and trapezoidal integration, the largest cumulative error is 0.0005. The bin weights are:

| Energy (eV) | Target | Recovered |
|---|---:|---:|
| 40–45 | 0.0545 | 0.0550 |
| 45–50 | 0.2455 | 0.2450 |
| 60–140 | 0 | 0 |
| 140–145 | 0.0363 | 0.0360 |
| 145–150 | 0.1637 | 0.1640 |

The bins on the upper side of each peak repeat these values by symmetry.

For $T=5$ µs, the density at 50 eV is $0.6/10=0.06$ per eV. The slope there is $1/(5\times0.06)=3.33$ eV/µs. At the edges of a peak $f\to0$ and the ideal slope diverges, which no generator can follow.

## Electrons constrain the target

Let $J_i=en_su_B$ be the ion current density, with $n_s$ the density at the sheath edge. For Maxwellian electrons of mass $m$ facing a retarding voltage $V_s\ge0$,

$$J_e=\frac{en_s}{4}\sqrt{\frac{8T_e}{\pi m}}\;e^{-V_s/\theta},\qquad \theta=T_e/e=3\ \text{V}.$$

Division by $J_i$ gives the prefactor $\frac14\sqrt{8M/(\pi m)}=\sqrt{M/(2\pi m)}$. The currents are equal at the floating voltage $V_f$, so

$$V_f=\theta\ln\sqrt{\frac{M}{2\pi m}},\qquad J_e=J_i e^{(V_f-V_s)/\theta}. \tag{4}$$

For argon $V_f=14.0$ V. A capacitor passes no net charge over a periodic cycle. The average of $J_e$ must equal $J_i$, and since averages over time are averages over the ion energy distribution,

$$\int f(E)\,e^{-(E-E_0)/T_e}\,dE=e^{-V_f/\theta}. \tag{5}$$

This is a condition on the target itself. The two-peak target fails it: its electron charge is only $1.2\times10^{-5}$ of its ion charge. It can be held on a conducting surface with a direct-current return, but not in a periodic state behind a capacitor.

The remedy is a reset pulse, a fraction $\delta$ of the period at low voltage $V_r$. Electron current outside the pulse is negligible here, so charge balance reads

$$J_iT=\delta T J_i e^{(V_f-V_r)/\theta}.$$

Cancelling $J_iT$ and taking the logarithm gives

$$V_r=V_f+\theta\ln\delta. \tag{6}$$

For $\delta=0.05$, $V_r=14.04-8.99=5.05$ V. The delivered distribution now has 5% of its ions at $E_r=5.05+1.50=6.55$ eV, and the original peaks keep 57% and 38%. Because $E_r$ lies below both peaks, the complete inverse is

$$Q_{\rm tot}(u)=\begin{cases}E_r,&0<u\le\delta,\\ Q\!\left(\dfrac{u-\delta}{1-\delta}\right),&\delta<u<1.\end{cases}$$

Requiring $V_r\ge0$ gives $\delta\ge\sqrt{2\pi m/M}=0.0093$ for argon. The rest of the chamber can demand a much longer reset, as shown below.

## From sheath voltage to generator voltage

Measure potentials from the sheath edge, assumed steady. The surface is at $-V_s$ and the generator at $V_g$, with series capacitance $C$ per area between them. The surface charge has a part $C(-V_s-V_g)$ facing the capacitor. The field of magnitude $E_w$ points from plasma to surface, so the part facing the plasma is $-\varepsilon_0E_w$. The total charge per area obeys

$$q=-C(V_s+V_g)-\varepsilon_0E_w,\qquad \frac{dq}{dt}=J_i-J_e.$$

Solving for the generator voltage gives

$$V_g=-V_s-\frac{q+\varepsilon_0E_w}{C}+\text{constant}. \tag{7}$$

The constant is free because the capacitor adjusts its direct voltage. In the ion phase $J_e\approx0$, so $q$ rises as $J_it$ and $V_g$ needs the falling ramp $-J_it/C$. In the reset $J_e=J_i/\delta$, so $q$ changes at the rate $J_i(1-1/\delta)<0$ and $V_g$ must rise. The two changes of charge, $J_iT(1-\delta)$ and $J_i(1-1/\delta)\delta T$, cancel.

The wall field follows from the Child sheath, which neglects electrons in the sheath and the entry speed. At distance $x$ from the edge let the potential drop be $U$. The ion speed is $\sqrt{2eU/M}$, and Poisson's equation is

$$U''=\frac{J_i}{\varepsilon_0}\sqrt{\frac{M}{2eU}}.$$

Inserting $U=V_s(x/s)^{4/3}$ makes the left side $(4V_s/9s^2)(x/s)^{-2/3}$. The right side has the same power of $x$, and equating coefficients gives

$$J_i=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\frac{V_s^{3/2}}{s^2}.$$

Setting this equal to $en_su_B$, with $\lambda_D^2=\varepsilon_0\theta/(en_s)$, yields

$$s=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V_s}{\theta}\right)^{3/4},\qquad E_w=\frac{4V_s}{3s}\propto V_s^{1/4}. \tag{8}$$

This law is poor at the reset level, where $V_s$ is less than $2\theta$. Even at 150 eV the neglected electrons and entry speed matter: the region where the potential drop exceeds $\theta$ is about a quarter wider than $s$.

For $n_s=2\times10^{10}$ cm⁻³, $J_i=0.86$ mA/cm². With $C=40$ pF/cm², the ion charge of one period corresponds to $J_iT/C=108$ V. The zero-mean generator waveform passes through these points:

| $t/T$ | $V_s$ (V) | $V_g$ (V) |
|---:|---:|---:|
| 0.010 | 5.1 | 50.0 |
| 0.040 | 5.1 | 111.4 |
| 0.335 | 48.5 | 56.6 |
| 0.810 | 148.5 | −95.5 |

Between the last two rows $V_g$ falls by 152.0 V, taken before the entries are rounded. The sheath takes 100.0 V, and the ramp takes $0.475\times107.8=51.2$ V. The wall-field term supplies the remaining 0.8 V.

To see whether this circuit model settles into the designed state, the charge equation was integrated with constant $J_i$ in 0.5 ns steps from $q=0$. For $V_s<0$ the electron current was held at its value for $V_s=0$. The sheath voltage started at −29.5 V, far from the design. Let $D$ be the mean distance between the sorted ion energies and the corresponding values of $Q_{\rm tot}$. In the fourth period $D=0.1$ eV, a remainder that halves when the time step is halved.

With the ramp omitted, so that $V_g$ is merely $-V_s$ of the design with its mean removed, $D=36$ eV. Across 0.30 of the period on the high plateau the sheath voltage then falls by 32.2 V relative to the design, close to $0.30\,J_iT/C=32.3$ V. The small difference arises because the sheath's own capacitance also takes up charge.

## Finite slew and finite transit

Let the sheath voltage change no faster than $S$. The gap of width $\Delta E$ is crossed twice per period, each time in $\Delta E/(eS)$, so the fraction of ions placed inside it is

$$p_{\rm gap}=\frac{2\Delta E}{eST}. \tag{9}$$

For $S=2$ V/ns this is $160/(2\times5000)=0.016$. Still at instantaneous transit, 1.6% of the ions fall in the gap between the two peaks. With the reset included, crossing the empty range between $E_r$ and 40 eV misplaces another 0.7%. Slew also shortens the reset: if the descent from 160 eV to $E_r$ starts at the nominal start of the pulse, it uses 77 ns of the 250 ns. Only 3.5% of the period is then spent at $V_r$, and the electrons return only 71% of the ion charge. The pulse must be lengthened, or $V_r$ lowered, to restore the balance.

Transit time matters more. In the Child field, an ion starting at rest has speed $v_1(x/s)^{2/3}$, with $v_1=\sqrt{2eV_s/M}$. Its transit time is

$$\tau=\frac{s}{v_1}\int_0^1\xi^{-2/3}d\xi=\frac{3s}{v_1}. \tag{10}$$

At 150 eV, $s=1.35$ mm and $\tau=151$ ns. Entry at the Bohm speed shortens this to 111 ns, found by integrating $s\,d\xi/\sqrt{u_B^2+v_1^2\xi^{4/3}}$ numerically. Both times rest on the Child field. If Poisson's equation includes the electrons and the entry speed, an ion needs 137 ns from the point where the potential drop is $\theta$ to the surface. An ion caught by a voltage jump gains an intermediate energy.

A particle calculation sizes the effect. Ions start at a constant rate, with the Bohm speed, from the position of the widest sheath edge. They then move in the Child field of the instantaneous $V_s(t)$, including the reset but with unlimited slew. The waveform is held fixed as a function of $t/T$ while the period changes:

| $T$ (µs) | $D$ (eV) | Ions in gap | Flux in reset / mean |
|---:|---:|---:|---:|
| 5 | 4.8 | 6.4% | 0.37 |
| 20 | 1.5 | 1.6% | 0.61 |
| 80 | 0.38 | 0.4% | 0.90 |

At 5 µs the displacement is about half the half-width of a peak, and the flux at the surface is far from constant during the reset. Equation (1) is then a first design, not an accurate prediction. The table gives sizes only, because the Child field assumes that the ion density follows every voltage jump at once. At 5 and 20 µs a self-consistent field, with Boltzmann electrons, changes the entries by roughly 10 to 45%; at 5 µs it raises $D$ to about 6 eV. At 5 µs the lowest arrival energy is about 11 eV in both fields (10.6 eV in the Child field, 11.3 eV in the self-consistent one), so in neither does the reset peak appear at its design energy of 6.55 eV. For long periods each jump disturbs a fixed number of ions out of a total proportional to $T$, so the error should fall as $1/T$. From 20 to 80 µs it falls by a factor of 4.0. From 5 to 20 µs the factor is only 3.2, so the long-period scaling does not yet hold at 5 µs.

A longer period has a price. At fixed $J_i$ and $C$ the ramp grows with $T$, from 108 V at 5 µs to about 1.7 kV at 80 µs. At fixed voltage and $T_e$, raising the density shortens the transit as $n_s^{-1/2}$ but steepens the ramp as $n_s$.

## The model beside an etching reactor

The density, temperature and an assumed pressure of 2 mTorr are rough values for a low-pressure inductively coupled argon plasma; the capacitance is of the size of a ceramic wafer chuck. With a deliberately high cross-section of $10^{-14}$ cm² and gas at 300 K, the mean free path is 15.5 mm. The collision probability in the 150 eV sheath is then $1-e^{-1.35/15.5}=8\%$. Charge exchange of argon ions at these energies has a cross-section nearer $4\times10^{-15}$ cm², which lowers the estimate to 3–4%. Such collisions replace fast ions by slow ones and add a low-energy tail. A hotter gas at the same pressure is thinner and reduces this number.

The assumption of a steady plasma potential can fail more severely. During the reset the wafer, of area $A_w$, draws a net electron current $(1/\delta-1)J_iA_w$. Grounded walls of area $A_g$ must supply an equal net ion current. With the same ion flux everywhere and displacement current neglected, they can supply at most $J_iA_g$. Hence

$$\frac{A_g}{A_w}>\frac1\delta-1. \tag{11}$$

For $\delta=0.05$ the ratio must exceed 19, and must be much larger if the plasma potential is to stay nearly steady. A chamber with $A_g=4A_w$ needs $\delta>0.2$, so more than 20% of the ions would belong to the reset peak instead of 5%.

The waveform controls energy, not the transverse motion that ions bring into the sheath. For a transverse ion temperature $T_i$, one velocity component satisfies $M\langle v_x^2\rangle/2=T_i/2$, while $Mv_z^2/2=E$. The characteristic angle about one axis is therefore $\arctan\sqrt{T_i/(2E)}$. For an assumed $T_i=0.05$ eV it is 1.3° at 50 eV and 0.7° at 150 eV. The two peaks thus differ in angular spread as well as in energy, even without collisions.
